# Current Exponents for Void Nucleation and Void Growth in Electromigration: test program

```python
"""
Electromigration lifetime of a long metal line at current density j.
Results under test:
  nucleation at a blocked cathode:  t_n = pi sigma_c^2 / (4 kappa G^2) ~ j^-2
  growth of an open void, no stress: t_g = ell_c / v                   ~ j^-1
  nucleation followed by growth:     exponent between 2 and 1
Symbols: sigma tensile stress (positive), sigma_c its critical value,
G = e Z rho j / Omega driving force per atomic volume,
kappa = D B Omega / (k T) stress diffusivity, v = D e Z rho j / (k T) drift
velocity, ell void length (void volume / cross-section), L line length.
The reference side is a finite-volume solution of the atom balance in SI units.
"""
import numpy as np
from scipy.constants import e, k
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erfc

# Round model parameters (SI)
T, Z, rho, Omega = 600.0, 1.0, 4e-8, 1.2e-29
B, D, sigma_c, ell_c = 1e11, 1e-16, 1e8, 1e-7
L_line, j_ref = 250e-6, 1e10
kT = k * T
hour = 3600.0
kappa = D * B * Omega / kT


def G_of(j):
    return e * Z * rho * j / Omega


def v_of(j):
    return D * e * Z * rho * j / kT


def t_nuc(j):
    return np.pi * sigma_c**2 / (4 * kappa * G_of(j)**2)


def evolve(j, length, t_end, start=None, void=False, stop=True,
           gain=0.0, cells=600):
    """Integrate the atom balance; state = [void length, cell stresses].
    gain makes the diffusivity D*exp(gain*sigma/sigma_c).
    Returns the final time, final state and whether failure was reached."""
    dx = length / cells
    force = e * Z * rho * j

    def rhs(t, y):
        s = y[1:]
        J = np.zeros(cells + 1)
        mid = 0.5 * (s[1:] + s[:-1])
        mobility = D * np.exp(gain * mid / sigma_c) / (Omega * kT)
        J[1:-1] = mobility * (Omega * np.diff(s) / dx + force)
        if void:
            J[0] = D / (Omega * kT) * (Omega * s[0] / (dx / 2) + force)
        return np.concatenate(([Omega * J[0]], B * Omega * np.diff(J) / dx))

    def failure(t, y):
        if void:
            return (y[0] - ell_c) / ell_c
        return (y[1] + force / Omega * dx / 2 - sigma_c) / sigma_c

    failure.terminal = True
    y0 = np.zeros(cells + 1) if start is None else start.copy()
    y0[0] = 0.0
    atol = np.full(cells + 1, 1e2)
    atol[0] = 1e-13
    sol = solve_ivp(rhs, (0, t_end), y0, method="LSODA", rtol=1e-7, atol=atol,
                    lband=1, uband=1, events=failure if stop else None)
    assert sol.success
    if stop and len(sol.t_events[0]):
        return sol.t_events[0][0], sol.y_events[0][0], True
    return sol.t[-1], sol.y[:, -1], False


def close(a, b, tol):
    return abs(a / b - 1) < tol


# Discretization errors are of order 1e-3 or below, hence this tolerance
TOL = 5e-3

# --- Nucleation: absolute time, profile, and power law on one fixed grid
currents = np.array([0.5, 1.0, 2.0]) * j_ref
nuc_runs = [evolve(j, L_line, 5 * t_nuc(j)) for j in currents]
nuc_times = np.array([run[0] for run in nuc_runs])
for j, run in zip(currents, nuc_runs):
    assert run[2] and close(run[0], t_nuc(j), TOL)
slope_nuc = -np.polyfit(np.log(currents), np.log(nuc_times), 1)[0]
assert abs(slope_nuc - 2) < TOL

state_nuc = nuc_runs[1][1]
x = (np.arange(600) + 0.5) * L_line / 600
a = np.sqrt(kappa * t_nuc(j_ref))
profile = 2 * G_of(j_ref) * (a / np.sqrt(np.pi) * np.exp(-x**2 / (4 * a**2))
                             - x / 2 * erfc(x / (2 * a)))
near = x < L_line / 2   # the anode half carries the opposite stress
assert np.max(np.abs(state_nuc[1:] - profile)[near]) < TOL * sigma_c

# --- Stress-dependent diffusivity: same exponent, other prefactor
gain = 1.5
gain_times = np.array([evolve(j, L_line, 5 * t_nuc(j), gain=gain)[0]
                       for j in currents])
slope_gain = -np.polyfit(np.log(currents), np.log(gain_times), 1)[0]
prefactor_ratio = gain_times[1] / nuc_times[1]
assert abs(slope_gain - 2) < TOL
assert abs(prefactor_ratio - 1) > 0.05

# --- Finite line blocked at both ends
odd = np.arange(1, 800, 2)


def cathode_stress(t, j, length):
    decay = np.exp(-odd**2 * np.pi**2 * kappa * t / length**2) / odd**2
    return G_of(j) * length * (0.5 - 4 / np.pi**2 * decay.sum())


def t_nuc_finite(j, length):
    tau = length**2 / kappa
    return brentq(lambda t: cathode_stress(t, j, length) / sigma_c - 1,
                  1e-6 * tau, 10 * tau, xtol=1e-9 * tau)


def j_at(ratio):
    """Current density at which G*L_line/sigma_c equals ratio."""
    return ratio * sigma_c * Omega / (e * Z * rho * L_line)


t_short = evolve(j_at(2.5), L_line, 10 * L_line**2 / kappa)[0]
assert close(t_short, t_nuc_finite(j_at(2.5), L_line), TOL)
_, y_safe, failed = evolve(j_at(1.9), L_line, 10 * L_line**2 / kappa)
safe_stress = y_safe[1] + G_of(j_at(1.9)) * L_line / 1200
assert not failed and close(safe_stress, G_of(j_at(1.9)) * L_line / 2, TOL)

ratios = [2.1, 2.5, 3.0, 4.0, 6.0]
h = 1e-3
finite_n = []
for m in ratios:
    up = t_nuc_finite(j_at(m * (1 + h)), L_line)
    down = t_nuc_finite(j_at(m * (1 - h)), L_line)
    finite_n.append(-np.log(up / down) / np.log((1 + h) / (1 - h)))
assert np.all(np.diff(finite_n) < 0) and abs(finite_n[-1] - 2) < 0.01

# --- Growth of an open void in a stress-free line
grow_times = np.array([evolve(j, L_line, 3 * ell_c / v_of(j), void=True)[0]
                       for j in currents])
for j, t in zip(currents, grow_times):
    assert close(t, ell_c / v_of(j), TOL)
slope_grow = -np.polyfit(np.log(currents), np.log(grow_times), 1)[0]
assert abs(slope_grow - 1) < TOL

# Back stress from the anode in a short line: slower rate, then saturation
L_short = 2 * sigma_c / G_of(j_ref)
t_mid = L_short**2 / (8 * kappa)
_, y_mid, _ = evolve(j_ref, L_short, t_mid, void=True, stop=False)
rate_sim = v_of(j_ref) + D * Omega / kT * y_mid[1] / (L_short / 1200)
rate_formula = v_of(j_ref) * (1 - 2 * erfc(L_short / (2 * np.sqrt(kappa * t_mid))))
assert close(rate_sim, rate_formula, TOL)
_, y_sat, _ = evolve(j_ref, L_short, 10 * L_short**2 / kappa, void=True, stop=False)
assert close(y_sat[0], G_of(j_ref) * L_short**2 / (2 * B), TOL)


# --- Nucleation followed by growth: stored tension drains into the void
def q(r):
    w = np.sqrt(r)
    return 2 / np.pi * (np.arctan(w) + w - r * np.arctan(1 / w))


def q_prime(r):
    w = np.sqrt(r)
    return 2 / np.pi * (1 / w - np.arctan(1 / w))


for r in (0.05, 0.3, 1.0, 8.0):
    drained = quad(lambda s: 2 * (np.exp(-s * s / 4) / np.sqrt(np.pi)
                                  - s / 2 * erfc(s / 2))
                   * erfc(s / (2 * np.sqrt(r))), 0, 30, limit=200)[0]
    assert abs(drained - q(r)) < 1e-7

void_rows = []
for r in (0.1, 1.0, 5.0):
    tn = t_nuc(j_ref)
    _, y, _ = evolve(j_ref, L_line, r * tn, start=state_nuc, void=True, stop=False)
    ell_formula = v_of(j_ref) * tn * (r + q(r))
    assert close(y[0], ell_formula, 2 * TOL)  # sudden opening costs accuracy
    void_rows.append((r, q(r), y[0], ell_formula))


def lifetime(j):
    """Total time to void length ell_c, local exponent, lambda and r."""
    lam = ell_c / (v_of(j) * t_nuc(j))
    r = brentq(lambda s: s + q(s) - lam, 1e-14, lam + 1, xtol=1e-14)
    n = 2 - lam / ((1 + r) * (1 + q_prime(r)))
    return t_nuc(j) * (1 + r), n, lam, r


sim_total = []
for j, length, cells in ((3e9, 1e-3, 1000), (j_ref, L_line, 600)):
    t1, y1, _ = evolve(j, length, 5 * t_nuc(j), cells=cells)
    t2, _, ok = evolve(j, length, 3 * ell_c / v_of(j), start=y1, void=True,
                       cells=cells)
    assert ok and close(t1 + t2, lifetime(j)[0], TOL)
    sim_total.append((j, t1 + t2, lifetime(j)[0]))

scan = [1e8, 1e9, 3e9, 1e10, 3e10, 1e11]
for j in scan:
    numeric = -np.log(lifetime(j * (1 + h))[0] / lifetime(j * (1 - h))[0]) \
        / np.log((1 + h) / (1 - h))
    assert abs(numeric - lifetime(j)[1]) < 1e-4
    assert 1 < lifetime(j)[1] < 2
    assert lifetime(j)[0] < t_nuc(j) + ell_c / v_of(j)
assert lifetime(scan[0])[1] > 1.98 and lifetime(scan[-1])[1] < 1.01

# --- Printed numbers
G, v, tn = G_of(j_ref), v_of(j_ref), t_nuc(j_ref)
tg = ell_c / v
tf, n_ref, lam_ref, r_ref = lifetime(j_ref)
print(f"Inputs: T = {T:.0f} K, Z = {Z:.0f}, rho = {rho:.1e} ohm m, Omega = {Omega:.1e} m^3")
print(f"  B = {B/1e9:.0f} GPa, D = {D:.1e} m^2/s, sigma_c = {sigma_c/1e6:.0f} MPa")
print(f"  ell_c = {ell_c*1e9:.0f} nm, L = {L_line*1e6:.0f} um, j = {j_ref:.1e} A/m^2")
print(f"kT = {kT:.4e} J, wind force F = {G*Omega:.4e} N")
print(f"G = {G/1e12:.4f} MPa/um, kappa = {kappa:.4e} m^2/s, v = {v:.4e} m/s")
print(f"G L / sigma_c = {G*L_line/sigma_c:.2f}, sigma_c/G = {sigma_c/G*1e6:.2f} um")
print(f"Nucleation time t_n = {tn/hour:.3f} h = {tn:.4e} s")
print(f"Diffusion length sqrt(kappa t_n) = {a*1e6:.2f} um")
print(f"Constant-drift growth time t_g = {tg/hour:.3f} h = {tg:.4e} s")
print(f"Stored void length v t_n = {v*tn*1e9:.2f} nm")
print(f"lambda = {lam_ref:.3f}, r = {r_ref:.3f}, q(r) = {q(r_ref):.4f}")
print(f"Total lifetime t_f = {tf/hour:.3f} h, simple sum t_n+t_g = {(tn+tg)/hour:.3f} h")
print(f"Saturation void length = {G*L_line**2/(2*B)*1e9:.0f} nm")
drop = 2 * erfc(L_line / (2 * np.sqrt(kappa * tg)))
print(f"Relative drop of drift rate at t_g from back stress = {drop:.1e}")
print("Solver times: j (A/m^2), nucleation (h), growth from stress-free start (h)")
for j, t1, t2 in zip(currents, nuc_times, grow_times):
    print(f"  {j:.1e}  {t1/hour:9.3f}  {t2/hour:9.3f}")
print(f"Fitted exponents: nucleation {slope_nuc:.4f}, growth {slope_grow:.4f}")
print(f"D*exp({gain} sigma/sigma_c): exponent {slope_gain:.4f}, time ratio {prefactor_ratio:.3f}")
print("Finite line: G L/sigma_c, local nucleation exponent")
for m, n in zip(ratios, finite_n):
    print(f"  {m:.1f}  {n:.3f}")
print(f"Current density at threshold G L = 2 sigma_c: {j_at(2):.3e} A/m^2")
print("Void after nucleation: r, q(r), solver length (nm), formula length (nm)")
for r, qq, l1, l2 in void_rows:
    print(f"  {r:.1f}  {qq:.4f}  {l1*1e9:.3f}  {l2*1e9:.3f}")
print("Total lifetime: j (A/m^2), solver (h), formula (h)")
for j, t1, t2 in sim_total:
    print(f"  {j:.1e}  {t1/hour:.3f}  {t2/hour:.3f}")
print("Crossover: j (A/m^2), lambda, t_n (h), t_g (h), t_f (h), exponent n, sigma_c/G (um)")
for j in scan:
    t, n, lam, r = lifetime(j)
    print(f"  {j:.0e} {lam:8.4f} {t_nuc(j)/hour:11.4f} {ell_c/v_of(j)/hour:9.3f}"
          f" {t/hour:11.3f} {n:.4f} {sigma_c/G_of(j)*1e6:8.2f}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Inputs: T = 600 K, Z = 1, rho = 4.0e-08 ohm m, Omega = 1.2e-29 m^3
  B = 100 GPa, D = 1.0e-16 m^2/s, sigma_c = 100 MPa
  ell_c = 100 nm, L = 250 um, j = 1.0e+10 A/m^2
kT = 8.2839e-21 J, wind force F = 6.4087e-17 N
G = 5.3406 MPa/um, kappa = 1.4486e-14 m^2/s, v = 7.7363e-13 m/s
G L / sigma_c = 13.35, sigma_c/G = 18.72 um
Nucleation time t_n = 5.280 h = 1.9009e+04 s
Diffusion length sqrt(kappa t_n) = 16.59 um
Constant-drift growth time t_g = 35.906 h = 1.2926e+05 s
Stored void length v t_n = 14.71 nm
lambda = 6.800, r = 5.968, q(r) = 0.8317
Total lifetime t_f = 36.794 h, simple sum t_n+t_g = 41.186 h
Saturation void length = 1669 nm
Relative drop of drift rate at t_g from back stress = 8.8e-05
Solver times: j (A/m^2), nucleation (h), growth from stress-free start (h)
  5.0e+09     21.121     71.900
  1.0e+10      5.280     35.906
  2.0e+10      1.320     17.953
Fitted exponents: nucleation 2.0002, growth 1.0009
D*exp(1.5 sigma/sigma_c): exponent 2.0002, time ratio 0.819
Finite line: G L/sigma_c, local nucleation exponent
  2.1  7.057
  2.5  2.858
  3.0  2.249
  4.0  2.023
  6.0  2.000
Current density at threshold G L = 2 sigma_c: 1.498e+09 A/m^2
Void after nucleation: r, q(r), solver length (nm), formula length (nm)
  0.1  0.3158  6.112  6.115
  1.0  0.6366  24.067  24.068
  5.0  0.8172  85.548  85.549
Total lifetime: j (A/m^2), solver (h), formula (h)
  3.0e+09  138.596  138.596
  1.0e+10  36.795  36.794
Crossover: j (A/m^2), lambda, t_n (h), t_g (h), t_f (h), exponent n, sigma_c/G (um)
  1e+08   0.0680  52803.4610  3590.556   52953.781 1.9943  1872.45
  1e+09   0.6800    528.0346   359.056     657.598 1.6540   187.25
  3e+09   2.0400     58.6705   119.685     138.596 1.2110    62.42
  1e+10   6.7998      5.2803    35.906      36.794 1.0369    18.72
  3e+10  20.3995      0.5867    11.969      12.024 1.0070     6.24
  1e+11  67.9985      0.0528     3.591       3.593 1.0011     1.87
ALL CHECKS PASSED
```
